# Positronium ground-state hyperfine interval from magnetic contact and virtual annihilation: verification in Python

```python
"""Positronium 1s hyperfine interval at leading order.

Result under test: E(triplet) - E(singlet) = (1/3 + 1/4) alpha^2 hartree,
with 1/3 from the magnetic spin-spin contact term and 1/4 from virtual
one-photon annihilation. This equals (7/12) alpha^4 m c^2.

Symbols: alpha = fine-structure constant; density0 = |psi(0)|^2 in bohr^-3;
s_e, s_p = electron and positron spins. Dirac spinors use m = c = hbar = 1.
A kernel is the coefficient of alpha^2 delta(r) in atomic units, a 4 x 4
matrix in the product basis (electron spin, positron spin).
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.linalg import eigh_tridiagonal
from scipy.special import erf

alpha = fine_structure
hartree_hz = physical_constants["hartree-hertz relationship"][0]
pi = np.pi

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
zero2 = np.zeros((2, 2), dtype=complex)
dirac_alpha = np.array([np.block([[zero2, s], [s, zero2]]) for s in sigma])
spin_dot = sum(np.kron(s, s) for s in sigma) / 4
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
triplet0 = np.array([0, 1, 1, 0]) / np.sqrt(2)


def level(matrix, state):
    return float(np.real(state.conj() @ matrix @ state))


def gap(matrix):
    return level(matrix, triplet0) - level(matrix, singlet)


# Radial equation -u'' - u/r = E u on a grid: energy and contact density.
step = 0.01
radius = step * np.arange(1, 5001)
energies, vectors = eigh_tridiagonal(
    2 / step**2 - 1 / radius, -np.ones(radius.size - 1) / step**2,
    select="i", select_range=(0, 0))
radial = vectors[:, 0] / np.sqrt(step) / radius
radial_origin = 3 * radial[0] - 3 * radial[1] + radial[2]
density0 = radial_origin**2 / (4 * pi)
assert abs(energies[0] + 0.25) < 1e-5          # grid error is O(step^2)
assert abs(density0 * 8 * pi - 1) < 1e-4


# Field tensor of a Gaussian-smeared dipole, averaged over the 1s density.
def averaged_field_tensor(width):
    cosines, cos_weights = np.polynomial.legendre.leggauss(8)
    angles = 2 * pi * np.arange(8) / 8
    angular = np.zeros((3, 3))
    for c, w in zip(cosines, cos_weights):
        for phi in angles:
            s = np.sqrt(1 - c * c)
            n = np.array([s * np.cos(phi), s * np.sin(phi), c])
            angular += w * 2 * pi / 8 * np.outer(n, n)
    nodes, weights = np.polynomial.legendre.leggauss(100)
    tensor = np.zeros((3, 3))
    for low, high in ((0, 8 * width), (8 * width, 1), (1, 40)):
        r = low + (high - low) * (nodes + 1) / 2
        w = weights * (high - low) / 2 * r**2 * np.exp(-r) / (8 * pi)
        g = 2 / (np.sqrt(pi) * width) * np.exp(-(r / width)**2)
        e = erf(r / width)
        first_over_r = g / r**2 - e / r**3
        second = -2 * g / width**2 - 2 * g / r**2 + 2 * e / r**3
        laplacian = second + 2 * first_over_r
        tensor += angular * np.sum(w * (second - first_over_r))
        tensor += 4 * pi * np.eye(3) * np.sum(w * (first_over_r - laplacian))
    return tensor


smear = 0.002
# The smearing error is linear in the width, so it is extrapolated away.
field_tensor = (2 * averaged_field_tensor(smear / 2)
                - averaged_field_tensor(smear))
# Energy -mu_e.B with mu_e = -alpha s_e and mu_p = +alpha s_p, over alpha^2.
dipole_matrix = sum(field_tensor[i, j] * np.kron(sigma[i], sigma[j]) / 4
                    for i in range(3) for j in range(3))
assert np.allclose(field_tensor, np.eye(3) / 3, atol=2e-5)
assert abs(gap(dipole_matrix) - 1 / 3) < 2e-5


# Free Dirac spinors as columns, one column for each spin label.
def electron_spinors(p):
    energy = np.sqrt(1 + p @ p)
    lower = np.einsum("i,ijk->jk", p, sigma) / (energy + 1)
    return np.sqrt((energy + 1) / (2 * energy)) * np.vstack(
        [np.eye(2), lower])


def positron_spinors(p):
    flip = 1j * sigma[1]
    conjugation = np.block([[zero2, flip], [-flip, zero2]])
    return conjugation @ electron_spinors(p).conj()


# Magnetic photon exchange, averaged over three orthogonal transfers.
transfer = 0.01
exchange_kernel = np.zeros((4, 4), dtype=complex)
for direction in np.eye(3):
    half = transfer * direction / 2
    for matrix in dirac_alpha:
        current_e = -(electron_spinors(half).conj().T @ matrix
                      @ electron_spinors(-half))
        # The initial positron spinor stands on the left.
        current_p = (positron_spinors(half).conj().T @ matrix
                     @ positron_spinors(-half)).T
        exchange_kernel -= (4 * pi / transfer**2
                            * np.kron(current_e, current_p) / 3)
# Finite momentum transfer leaves a relative error of order transfer^2.
assert np.allclose(exchange_kernel, 8 * pi / 3 * spin_dot, atol=1e-3)


# Virtual annihilation of a slowly moving pair in Coulomb gauge.
def annihilation_kernels(total_momentum):
    size = np.linalg.norm(total_momentum)
    unit = total_momentum / size
    u = electron_spinors(total_momentum / 2)
    v = positron_spinors(total_momentum / 2)
    pair_energy = 2 * np.sqrt(1 + size**2 / 4)
    current = np.array([(v.conj().T @ m @ u).T.reshape(4)
                        for m in dirac_alpha])
    charge = (v.conj().T @ u).T.reshape(4)
    across = current - np.outer(unit, unit @ current)
    orderings = 1 / (pair_energy - size) - 1 / (pair_energy + size)
    transverse = 2 * pi / size * orderings * across.conj().T @ across
    coulomb = 4 * pi / size**2 * np.outer(charge.conj(), charge)
    return transverse, coulomb


pair_momentum = 0.01 * np.array([1, 2, 2]) / 3
transverse_kernel, coulomb_kernel = annihilation_kernels(pair_momentum)
annihilation_kernel = transverse_kernel + coulomb_kernel
transverse_levels = np.linalg.eigvalsh(transverse_kernel)
full_levels = np.linalg.eigvalsh(annihilation_kernel)
# Finite pair momentum leaves a relative error of order momentum^2.
assert np.allclose(transverse_levels, [0, 0, 2 * pi, 2 * pi], atol=1e-3)
assert np.allclose(annihilation_kernel,
                   2 * pi * (0.75 * np.eye(4) + spin_dot), atol=1e-3)

# Full spin Hamiltonian from the spinor kernels and the grid density.
spin_part = density0 * exchange_kernel
pair_part = density0 * annihilation_kernel
levels = np.linalg.eigvalsh(spin_part + pair_part)
total_coefficient = np.mean(levels[1:]) - levels[0]
assert np.ptp(levels[1:]) < 1e-4
assert abs(gap(spin_part) - 1 / 3) < 1e-4
assert abs(gap(pair_part) - 1 / 4) < 1e-4
assert abs(level(pair_part, singlet)) < 1e-4
assert abs(total_coefficient - 7 / 12) < 1e-4

# Worked numbers from the closed formulas that the tests support.
contact_density = 1 / (8 * pi)
spin_energy = 8 * pi / 3 * alpha**2 * contact_density
pair_energy_shift = 2 * pi * alpha**2 * contact_density
interval = spin_energy + pair_energy_shift
ghz = hartree_hz / 1e9

print(f"fine-structure constant (no unit): {alpha:.10f}")
print(f"hartree/h (GHz): {ghz:.4f}")
print(f"grid ground-state energy (hartree): {energies[0]:.6f}")
print(f"grid contact density (bohr^-3): {density0:.6f}")
print(f"formula contact density (bohr^-3): {contact_density:.6f}")
print(f"smeared-dipole interval / alpha^2 (hartree): "
      f"{gap(dipole_matrix):.5f}")
print(f"spinor exchange interval / alpha^2 (hartree): {gap(spin_part):.5f}")
print(f"spinor annihilation interval / alpha^2 (hartree): "
      f"{gap(pair_part):.5f}")
print(f"spinor total interval / alpha^2 (hartree): {total_coefficient:.5f}")
print("annihilation kernel eigenvalues / (2 pi), no unit:")
print("  transverse photons only:",
      " ".join(f"{abs(x):.4f}" for x in transverse_levels / (2 * pi)))
print("  with Coulomb part:",
      " ".join(f"{abs(x):.4f}" for x in full_levels / (2 * pi)))
print(f"spin-spin contribution (hartree): {spin_energy:.6e}")
print(f"annihilation contribution (hartree): {pair_energy_shift:.6e}")
print(f"spin-spin share of interval (no unit): {spin_energy/interval:.4f}")
print(f"annihilation share of interval (no unit): "
      f"{pair_energy_shift/interval:.4f}")
print(f"leading-order interval (hartree): {interval:.6e}")
print(f"leading-order interval / h (GHz): {interval * ghz:.3f}")
print("PASS")
```

Running it gives:

```
fine-structure constant (no unit): 0.0072973526
hartree/h (GHz): 6579683.9205
grid ground-state energy (hartree): -0.249998
grid contact density (bohr^-3): 0.039788
formula contact density (bohr^-3): 0.039789
smeared-dipole interval / alpha^2 (hartree): 0.33333
spinor exchange interval / alpha^2 (hartree): 0.33332
spinor annihilation interval / alpha^2 (hartree): 0.24999
spinor total interval / alpha^2 (hartree): 0.58331
annihilation kernel eigenvalues / (2 pi), no unit:
  transverse photons only: 0.0000 0.0000 1.0000 1.0000
  with Coulomb part: 0.0000 1.0000 1.0000 1.0000
spin-spin contribution (hartree): 1.775045e-05
annihilation contribution (hartree): 1.331284e-05
spin-spin share of interval (no unit): 0.5714
annihilation share of interval (no unit): 0.4286
leading-order interval (hartree): 3.106329e-05
leading-order interval / h (GHz): 204.387
PASS
```
